# Spin contamination and noncollinearity of a GHF determinant: a program that tests the result

```python
"""
Result under test: for a GHF determinant with one-particle density matrix P,
  <S^2> = (Na-Nb)^2/4 + N/2 - Tr Paa Pbb + Tr Pab Pba + |Tr Pab|^2
        = s(s+1) + D_col + D_nc.
Paa, Pab, Pba, Pbb : spin blocks of P in an orthonormal spatial basis
n, m_k             : charge and spin parts, P = (n + sum_k m_k sigma_k)/2
T_kl = Tr m_k m_l  : eigenvalues t1 >= t2 >= t3;  s = |<S>| (hbar = 1)
D_nc = (t2+t3)/4   : smallest variance of a spin component (noncollinearity)
D_col = (2 t1+t2+t3)/4 - s : contamination of collinear form
Independent road: explicit many-electron vectors and operators in Fock space.
The example is a Hubbard triangle; energies are in units of the hopping t.
"""
import numpy as np
from scipy.optimize import minimize

rng = np.random.default_rng(7)
K = 3                       # spatial sites
MODES = 2 * K               # all alpha modes first, then all beta modes
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


# ---------- explicit Fock space ----------
def annihilator(mode):
    lower = np.array([[0, 1], [0, 0]], dtype=complex)
    matrix = np.eye(1, dtype=complex)
    for q in range(MODES):
        factor = PAULI[2] if q < mode else lower if q == mode else np.eye(2)
        matrix = np.kron(matrix, factor)
    return matrix


ANN = [annihilator(q) for q in range(MODES)]
CRE = [a.conj().T for a in ANN]


def second_quantize(one_body):
    total = np.zeros((2**MODES, 2**MODES), dtype=complex)
    for p in range(MODES):
        for q in range(MODES):
            if one_body[p, q] != 0:
                total += one_body[p, q] * CRE[p] @ ANN[q]
    return total


SPIN = [second_quantize(np.kron(sig, np.eye(K)) / 2) for sig in PAULI]
SPIN_SQUARED = sum(op @ op for op in SPIN)


def fock_vector(C):
    vector = np.zeros(2**MODES, dtype=complex)
    vector[0] = 1
    for i in range(C.shape[1]):
        vector = sum(C[p, i] * (CRE[p] @ vector) for p in range(MODES))
    return vector


def expect(op, vector):
    return np.vdot(vector, op @ vector).real


def fock_covariance(vector):
    images = [op @ vector for op in SPIN]
    means = np.array([np.vdot(vector, w).real for w in images])
    second = np.array([[np.vdot(a, b).real for b in images] for a in images])
    return second - np.outer(means, means)


def smallest_variance(vector):
    images = [op @ vector for op in SPIN]

    def variance(angles):
        th, ph = angles
        u = (np.sin(th)*np.cos(ph), np.sin(th)*np.sin(ph), np.cos(th))
        w = sum(c * image for c, image in zip(u, images))
        return np.linalg.norm(w - np.vdot(vector, w) * vector)**2

    starts = [(0.4, 0.3), (1.4, 0.2), (1.5, 1.7), (1.0, 2.6), (2.1, 0.9)]
    return min(minimize(variance, x0, method="Nelder-Mead",
                        options={"xatol": 1e-8, "fatol": 1e-13}).fun
               for x0 in starts)


# ---------- density-matrix formulas ----------
def density(C):
    return C @ C.conj().T


def block_terms(P):
    aa, ab, ba, bb = P[:K, :K], P[:K, K:], P[K:, :K], P[K:, K:]
    na, nb = np.trace(aa).real, np.trace(bb).real
    return np.array([(na - nb)**2 / 4, (na + nb) / 2,
                     -np.trace(aa @ bb).real, np.trace(ab @ ba).real,
                     abs(np.trace(ab))**2])


def separate(P):
    aa, ab, ba, bb = P[:K, :K], P[:K, K:], P[K:, :K], P[K:, K:]
    m = [ab + ba, 1j * (ab - ba), aa - bb]
    mean = np.array([np.trace(x).real / 2 for x in m])
    T = np.array([[np.trace(x @ y).real for y in m] for x in m])
    values, axes = np.linalg.eigh(T)
    t = values[::-1]
    e = axes[:, -1]
    e = e * np.sign(e[np.argmax(abs(e))])
    s = np.linalg.norm(mean)
    return {"s": s, "mean": mean, "T": T, "t": t, "e": e,
            "nc": (t[1] + t[2]) / 4,
            "col": (2*t[0] + t[1] + t[2]) / 4 - s}


def to_axis_frame(C, axis):
    _, spinors = np.linalg.eigh(np.einsum("k,kab->ab", axis, PAULI))
    return np.kron(spinors[:, ::-1].conj().T, np.eye(K)) @ C


def rotate_spin(C, axis, angle):
    axis = np.array(axis, dtype=float) / np.linalg.norm(axis)
    generator = np.einsum("k,kab->ab", axis, PAULI)
    W = np.cos(angle/2) * np.eye(2) - 1j * np.sin(angle/2) * generator
    return np.kron(W, np.eye(K)) @ C


def random_orbitals(rows, columns):
    raw = rng.normal(size=(rows, columns)) + 1j*rng.normal(size=(rows, columns))
    return np.linalg.qr(raw)[0]


# General complex determinants against explicit Fock-space expectation values
for electrons in (1, 2, 3, 4, 5):
    C = random_orbitals(MODES, electrons)
    P, psi = density(C), fock_vector(C)
    exact = expect(SPIN_SQUARED, psi)
    r = separate(P)
    charge = P[:K, :K] + P[K:, K:]
    assert abs(np.linalg.norm(psi) - 1) < 1e-10
    assert abs(block_terms(P).sum() - exact) < 1e-10
    assert abs(r["s"]**2 + electrons
               - np.trace(charge @ charge).real / 2 - exact) < 1e-10
    assert abs(r["s"]**2 + np.trace(r["T"]) / 2 - exact) < 1e-10
    assert abs(r["s"]*(r["s"] + 1) + r["col"] + r["nc"] - exact) < 1e-10
    covariance = (np.trace(r["T"]) * np.eye(3) - r["T"]) / 4
    assert np.allclose(covariance, fock_covariance(psi), atol=1e-10)
    assert abs(smallest_variance(psi) - r["nc"]) < 1e-7
    sz = np.kron(PAULI[2], np.eye(K))
    commutator = sz @ P - P @ sz
    assert abs(np.linalg.norm(commutator)**2 / 8
               - fock_covariance(psi)[2, 2]) < 1e-10
    in_frame = block_terms(density(to_axis_frame(C, r["e"])))
    assert abs(in_frame[3] - r["nc"]) < 1e-10
    assert abs(in_frame[1] + in_frame[2] - r["s"] - r["col"]) < 1e-10
    turned = separate(density(rotate_spin(C, (1, 2, -1), 1.1)))
    assert abs(turned["nc"] - r["nc"]) < 1e-10
    assert abs(turned["col"] - r["col"]) < 1e-10

# Collinear determinants along a tilted axis, against orbital overlaps
for n_up, n_down in ((1, 1), (2, 1), (1, 2), (2, 2)):
    up, down = random_orbitals(K, n_up), random_orbitals(K, n_down)
    C = np.zeros((MODES, n_up + n_down), dtype=complex)
    C[:K, :n_up], C[K:, n_up:] = up, down
    C = rotate_spin(C, (1, 1, 0.5), 0.9)
    r = separate(density(C))
    uhf = min(n_up, n_down) - np.linalg.norm(up.conj().T @ down)**2
    assert abs(r["nc"]) < 1e-10 and abs(r["col"] - uhf) < 1e-10
    M = abs(n_up - n_down) / 2
    assert abs(expect(SPIN_SQUARED, fock_vector(C)) - M*(M+1) - uhf) < 1e-10

# Nonnegative parts, including determinants close to the high-spin limit
lowest_col = np.inf
for trial in range(2000):
    electrons = 1 + trial % 5
    C = random_orbitals(MODES, electrons)
    if trial % 2:
        C = np.linalg.qr(np.eye(MODES)[:, :electrons] + 0.1 * C)[0]
    r = separate(density(C))
    lowest_col = min(lowest_col, r["col"])
    assert r["col"] > -1e-10 and r["nc"] > -1e-10

# Two singly occupied sites with spins tilted by +theta and -theta
for theta in (0.1, 0.4, 0.7):
    C = np.zeros((MODES, 2), dtype=complex)
    for site, angle in enumerate((theta, -theta)):
        C[site, site], C[K+site, site] = np.cos(angle/2), np.sin(angle/2)
    r, psi = separate(density(C)), fock_vector(C)
    assert abs(expect(SPIN_SQUARED, psi) - 1 - np.cos(theta)**2) < 1e-10
    assert abs(smallest_variance(psi) - np.sin(theta)**2 / 2) < 1e-7
    assert abs(r["nc"] - np.sin(theta)**2 / 2) < 1e-10
    assert abs(r["col"] - (1 - np.cos(theta))**2 / 2) < 1e-10


# ---------- Hubbard triangle ----------
hop, hop_strong, U = 1.0, 1.2, 8.0
h = -np.array([[0, hop_strong, hop], [hop_strong, 0, hop], [hop, hop, 0]])
h_spin = np.kron(np.eye(2), h)


def fock_matrix(P, collinear):
    F = h_spin.astype(complex)
    for i in range(K):
        F[i, i] += U * P[K+i, K+i].real
        F[K+i, K+i] += U * P[i, i].real
        if not collinear:
            F[i, K+i] -= U * P[i, K+i]
            F[K+i, i] -= U * P[K+i, i]
    return F


def solve(start_angles, collinear=False):
    P = np.zeros((MODES, MODES), dtype=complex)
    for i, angle in enumerate(start_angles):
        spinor = np.array([np.cos(angle/2), np.sin(angle/2)])
        P[np.ix_([i, K+i], [i, K+i])] = np.outer(spinor, spinor)
    for _ in range(20000):
        _, orbitals = np.linalg.eigh(fock_matrix(P, collinear))
        C = orbitals[:, :3]
        new = density(C)
        change = np.linalg.norm(new - P)
        if change < 1e-11:
            break
        P = 0.5 * P + 0.5 * new
    assert change < 1e-11
    F = fock_matrix(new, False)
    assert np.linalg.norm(F @ new - new @ F) < 1e-9
    energy = np.trace(h_spin @ new).real
    energy += U * sum((new[i, i] * new[K+i, K+i]).real
                      - abs(new[i, K+i])**2 for i in range(K))
    return C, new, energy


C_g, P_g, E_g = solve((1.2, -1.2, np.pi))
C_u, P_u, E_u = solve((0.0, np.pi, 0.0), collinear=True)
H = second_quantize(h_spin)
for i in range(K):
    H += U * CRE[i] @ ANN[i] @ CRE[K+i] @ ANN[K+i]
psi_g, psi_u = fock_vector(C_g), fock_vector(C_u)
assert abs(expect(H, psi_g) - E_g) < 1e-9
assert abs(expect(H, psi_u) - E_u) < 1e-9
assert E_g < E_u - 1e-4

g, u = separate(P_g), separate(P_u)
S2_g, S2_u = expect(SPIN_SQUARED, psi_g), expect(SPIN_SQUARED, psi_u)
terms_z = block_terms(P_g)
terms_e = block_terms(density(to_axis_frame(C_g, g["e"])))
assert abs(terms_z.sum() - S2_g) < 1e-9 and abs(terms_e.sum() - S2_g) < 1e-9
assert abs(g["s"]*(g["s"]+1) + g["col"] + g["nc"] - S2_g) < 1e-9
assert abs(smallest_variance(psi_g) - g["nc"]) < 1e-7 and g["nc"] > 0.01
assert abs(u["nc"]) < 1e-9 and abs(u["s"] - 0.5) < 1e-9
assert abs(0.75 + u["col"] - S2_u) < 1e-9

# Weight of S = 3/2 by explicit projection, against the value from <S^2>
spin_values, spin_states = np.linalg.eigh(SPIN_SQUARED)
quartet = spin_states[:, abs(spin_values - 3.75) < 1e-8]
weight_g = np.linalg.norm(quartet.conj().T @ psi_g)**2
weight_u = np.linalg.norm(quartet.conj().T @ psi_u)**2
assert abs(weight_g - (S2_g - 0.75) / 3) < 1e-9
assert abs(weight_u - (S2_u - 0.75) / 3) < 1e-9

# A rigid spin rotation of the collinear solution
tilt = np.pi / 3
P_tilted = density(rotate_spin(C_u, (0, 1, 0), tilt))
tilted_terms, tilted = block_terms(P_tilted), separate(P_tilted)
assert tilted_terms[3] > 0.01 and abs(tilted["nc"]) < 1e-9
assert abs(tilted_terms.sum() - S2_u) < 1e-9

print(f"hopping, bonds 1-3 and 2-3: {hop:.1f} t")
print(f"hopping, bond 1-2: {hop_strong:.1f} t")
print(f"on-site repulsion U: {U:.1f} t")
print(f"electrons: {np.trace(P_g).real:.0f}")
print(f"GHF energy: {E_g:.6f} t")
print(f"collinear energy: {E_u:.6f} t")
print(f"GHF minus collinear energy: {E_g-E_u:.6f} t")
for i in range(K):
    pair = P_g[np.ix_([i, K+i], [i, K+i])]
    vec = [np.trace(sig @ pair).real / 2 + 0.0 for sig in PAULI]
    print(f"GHF site {i+1} spin x,y,z (hbar): "
          + " ".join(f"{round(x, 5)+0.0:.5f}" for x in vec))
labels = ("(Na-Nb)^2/4", "N/2", "-Tr Paa Pbb", "Tr Pab Pba", "|Tr Pab|^2")
for frame, terms in (("z", terms_z), ("e", terms_e)):
    for label, value in zip(labels, terms):
        print(f"GHF, axis {frame}, {label} (hbar^2): {value:.6f}")
print("GHF t1,t2,t3 (dimensionless): "
      + " ".join(f"{abs(x):.6f}" for x in g["t"]))
print("GHF axis e, x,y,z (dimensionless): "
      + " ".join(f"{round(x, 5)+0.0:.5f}" for x in g["e"]))
cosine = min(1.0, abs(g["mean"] @ g["e"]) / g["s"])
print(f"angle of <S> to axis e: {np.degrees(np.arccos(cosine)):.2f} degrees")
for name, r, S2, weight in (("GHF", g, S2_g, weight_g),
                            ("collinear", u, S2_u, weight_u)):
    print(f"{name} s (hbar): {r['s']:.6f}")
    print(f"{name} s(s+1) (hbar^2): {r['s']*(r['s']+1):.6f}")
    print(f"{name} D_col (hbar^2): {r['col']:.6f}")
    print(f"{name} D_nc (hbar^2): {abs(r['nc']):.6f}")
    print(f"{name} <S^2> (hbar^2): {S2:.6f}")
    print(f"{name} excess over S=1/2 (hbar^2): {S2-0.75:.6f}")
    print(f"{name} weight of S=3/2 (dimensionless): {weight:.6f}")
print(f"rotation of collinear solution: {np.degrees(tilt):.0f} degrees")
print(f"rotated, Tr Pab Pba on z (hbar^2): {tilted_terms[3]:.6f}")
print(f"rotated, |Tr Pab|^2 on z (hbar^2): {tilted_terms[4]:.6f}")
print(f"rotated, D_nc (hbar^2): {abs(tilted['nc']):.6f}")
print(f"rotated, D_col (hbar^2): {tilted['col']:.6f}")
print("success")
```

Running it gives:

```
hopping, bonds 1-3 and 2-3: 1.0 t
hopping, bond 1-2: 1.2 t
on-site repulsion U: 8.0 t
electrons: 3
GHF energy: -0.645481 t
collinear energy: -0.612408 t
GHF minus collinear energy: -0.033073 t
GHF site 1 spin x,y,z (hbar): 0.44323 0.00000 0.15541
GHF site 2 spin x,y,z (hbar): -0.44323 0.00000 0.15541
GHF site 3 spin x,y,z (hbar): 0.00000 0.00000 -0.47973
GHF, axis z, (Na-Nb)^2/4 (hbar^2): 0.028533
GHF, axis z, N/2 (hbar^2): 1.500000
GHF, axis z, -Tr Paa Pbb (hbar^2): -0.531175
GHF, axis z, Tr Pab Pba (hbar^2): 0.410367
GHF, axis z, |Tr Pab|^2 (hbar^2): 0.000000
GHF, axis e, (Na-Nb)^2/4 (hbar^2): 0.000000
GHF, axis e, N/2 (hbar^2): 1.500000
GHF, axis e, -Tr Paa Pbb (hbar^2): -0.417179
GHF, axis e, Tr Pab Pba (hbar^2): 0.296371
GHF, axis e, |Tr Pab|^2 (hbar^2): 0.028533
GHF t1,t2,t3 (dimensionless): 1.572900 1.116918 0.068566
GHF axis e, x,y,z (dimensionless): 1.00000 0.00000 0.00000
angle of <S> to axis e: 90.00 degrees
GHF s (hbar): 0.168918
GHF s(s+1) (hbar^2): 0.197451
GHF D_col (hbar^2): 0.913903
GHF D_nc (hbar^2): 0.296371
GHF <S^2> (hbar^2): 1.407725
GHF excess over S=1/2 (hbar^2): 0.657725
GHF weight of S=3/2 (dimensionless): 0.219242
collinear s (hbar): 0.500000
collinear s(s+1) (hbar^2): 0.750000
collinear D_col (hbar^2): 0.849671
collinear D_nc (hbar^2): 0.000000
collinear <S^2> (hbar^2): 1.599671
collinear excess over S=1/2 (hbar^2): 0.849671
collinear weight of S=3/2 (dimensionless): 0.283224
rotation of collinear solution: 60 degrees
rotated, Tr Pab Pba on z (hbar^2): 0.506127
rotated, |Tr Pab|^2 on z (hbar^2): 0.187500
rotated, D_nc (hbar^2): 0.000000
rotated, D_col (hbar^2): 0.849671
success
```
